\section*{Why blackbody radiation carries four thirds of energy flux over temperature, part 1}

(Sections cited here and not found follow in the second part.)

\section{The photon gas and its one-way fluxes}

\subsection{The decision: which entropy flux goes into the balance}

A heat engine rejects its waste heat through a black radiator that faces cold, empty space. The engine must get rid of entropy at a given rate, and the area of the radiator has to be chosen. Let the surface have temperature $T$ and emit the energy flux $J_E$, the energy per unit area and time into the whole outward hemisphere. Two candidates offer themselves for the entropy removed per unit area and time: $J_E/T$, as for heat conducted across a surface at temperature $T$, and $\tfrac43J_E/T$, the entropy flux of blackbody radiation. The second choice gives a radiator smaller by a quarter.

Both quantities are correct, but they belong to different places. Just inside the surface, heat leaves matter at temperature $T$ and takes the entropy $J_E/T$ with it. Just outside, the radiation carries
\begin{equation}
J_S=\frac43\,\frac{J_E}{T}.
\label{eq:main}
\end{equation}
The difference is produced in the act of emission. The radiator must therefore be sized with $J_E/T$, since entropy produced at the surface was never removed from the engine. A device that receives the radiation, on the other hand, has to deal with the larger flux \eqref{eq:main}.

Equation \eqref{eq:main} refers to the one-way emission of a black surface, summed over all frequencies. The simplest case in which to find it is radiation at rest in a closed cavity, where ordinary equilibrium thermodynamics applies.

\subsection{Simple case: radiation in a closed cavity}

The algebra uses atomic units with Boltzmann's constant set to one. Temperature is then an energy and entropy a pure number; the speed of light is $c\approx137.04$. Numerical values are in eV and \AA, with times in seconds and entropies in units of $k_B$.

A cavity of volume $V$ has walls at temperature $T$, and is large compared with the wavelengths that matter at this temperature. The radiation in it is isotropic and unpolarized, and photons do not interact with one another. The walls absorb and emit photons freely, so the photon number is not conserved. It is not an independent variable, and no chemical potential appears in the first law.

The energy density $u$ depends on $T$ alone. To see this, connect two cavities of different shape or wall material, both at $T$, by a small hole. The energy crossing the hole from either side is proportional to the energy density on that side, with the same geometrical factor. If the densities differed, energy would flow steadily between two bodies of equal temperature, and an engine could be run on the difference that builds up. The second law forbids this, so the densities are equal, and
\begin{equation}
U=u(T)\,V .
\label{eq:U}
\end{equation}

\subsection{The pressure}

A photon of frequency $\omega$ has energy $\omega$ and momentum $\omega/c$, because $\hbar=1$. Radiation with energy density $u$ therefore has momentum of magnitude $u/c$ per unit volume, distributed over all directions. The part travelling within the solid angle $d\Omega$ is the fraction $d\Omega/4\pi$.

Let this radiation strike a perfectly reflecting wall at an angle $\theta$ to the normal, and write $\mu=\cos\theta$. The normal velocity is $c\mu$, and the normal component of momentum per unit volume is $(u/c)\mu$ times the directional fraction. Reflection reverses this component, so the wall receives twice its value. Only directions towards the wall contribute, $0<\mu<1$, and the azimuthal integral gives $2\pi$:
\begin{align}
p&=2\int_{\mu>0}\frac{d\Omega}{4\pi}\,(c\mu)\left(\frac{u}{c}\,\mu\right)
=2u\,\frac{2\pi}{4\pi}\int_0^1\mu^2\,d\mu \nonumber\\
&=u\int_0^1\mu^2\,d\mu=\frac u3 .
\label{eq:p}
\end{align}
One factor $\mu$ counts how fast radiation arrives, the other how much of its momentum is normal to the wall.

A limit shows what isotropy contributes. If all the radiation moved back and forth along the normal, half of it towards the wall, both factors $\mu$ would be one and the pressure would be $2\cdot\frac12u=u$. The third in \eqref{eq:p} is thus the directional average of $\cos^2\theta$ in three dimensions.

\subsection{What the first law demands}

For a reversible change of temperature and volume, $dU=T\,dS-p\,dV$. Equation \eqref{eq:U} gives $dU=Vu'\,dT+u\,dV$, where the prime means $d/dT$. Solving for $dS$ and inserting $p=u/3$,
\begin{equation}
dS=\frac{dU+p\,dV}{T}
=\frac{Vu'}{T}\,dT+\frac{4u}{3T}\,dV .
\label{eq:dS}
\end{equation}
Entropy is a function of state, so its mixed second derivatives must agree. Differentiating the coefficient of $dT$ with respect to $V$, and that of $dV$ with respect to $T$, gives
\begin{equation}
\frac{u'}{T}=\frac{d}{dT}\left(\frac{4u}{3T}\right)
=\frac{4u'}{3T}-\frac{4u}{3T^2}.
\end{equation}
Subtract $4u'/(3T)$ from both sides and multiply by $-3T$:
\begin{equation}
-\frac{u'}{3T}=-\frac{4u}{3T^2}
\quad\Longrightarrow\quad
u'=\frac{4u}{T}.
\end{equation}
Hence $d\ln u=4\,d\ln T$, and integration gives
\begin{equation}
u=aT^4 ,
\label{eq:T4}
\end{equation}
with a constant $a$ that thermodynamics leaves open. It cancels from the ratio sought here.

The coefficient of $dV$ in \eqref{eq:dS} does not contain $V$. Integrating it at fixed $T$,
\begin{equation}
S=\frac{4u}{3T}\,V+f(T).
\end{equation}
The unknown function follows from the coefficient of $dT$. With $u=aT^4$, the derivative of the first term is $\frac43V\,d(aT^3)/dT=4aT^2V$. The required coefficient is $Vu'/T=4aT^2V$, the same expression, so $f'=0$. The constant $f$ is zero because no volume means no radiation and no entropy. The entropy density is
\begin{equation}
s=\frac SV=\frac{u+p}{T}=\frac43\,\frac uT .
\label{eq:s}
\end{equation}

The tempting alternative $s=u/T$ can be checked against the simplest process, heating at constant volume. The first law requires $ds=du/T$. But $d(u/T)=du/T-u\,dT/T^2$, which differs from $du/T$ whenever radiation is present and $T$ changes. The alternative therefore contradicts the first law.

\subsection{Two reversible routes to the same state}

The factor $4/3$ can be followed along two ways of preparing the radiation.

In the first, a piston starts at the end wall of a cylinder and is drawn out slowly while the walls are kept at $T$. Radiation at constant density $u$ fills the growing volume. The walls supply its energy $uV$ and also the work $pV=uV/3$ done on the piston. All the heat enters at the one temperature $T$, so
\begin{equation}
S=\frac{Q}{T}=\frac{uV+pV}{T}=\frac{4uV}{3T}.
\label{eq:piston}
\end{equation}
Heat over temperature is correct here, but the heat is larger than the energy that remains in the field.

In the second, the volume is fixed and the walls are warmed slowly from zero temperature. No work is done, and the total heat is $uV$. It enters at all temperatures $T'$ between zero and $T$:
\begin{equation}
s=\int_0^T\frac{1}{T'}\frac{du}{dT'}\,dT'
=\int_0^T4aT'^2\,dT'=\frac43aT^3=\frac43\,\frac uT .
\label{eq:heating}
\end{equation}
Now the heat equals the field energy, but part of it arrived at lower temperatures and brought more entropy per unit energy. The mean of $1/T'$, weighted with the energy added, is $4/(3T)$.

For the worked example take the round value $T=0.1$~eV, which corresponds to about 1160~K. The computed energy density is $u=8.563\times10^{-15}$~eV/\AA$^3$, and the momentum integral gives $p=2.854\times10^{-15}$~eV/\AA$^3$, one third of it. Equation \eqref{eq:s} then yields
\begin{equation}
s=\frac{4\times8.563\times10^{-15}}{3\times0.1}
=1.142\times10^{-13}\ k_B/\text{\AA}^3 .
\end{equation}
A separate numerical integration of the heating route \eqref{eq:heating} gives the same value to these digits. This test takes $u(T')$ from a sum over field modes and does not assume the fourth-power law.

\subsection{From densities to fluxes}

The next stage opens the cavity. Consider an imaginary plane in the radiation, and count what crosses it from left to right. The energy density travelling within $d\Omega$ is $u\,d\Omega/4\pi$, and its velocity normal to the plane is $c\mu$. Therefore
\begin{equation}
J_E=\int_{\mu>0}\frac{d\Omega}{4\pi}\,c\mu\,u
=\frac{2\pi cu}{4\pi}\int_0^1\mu\,d\mu
=\frac{cu}{2}\cdot\frac12=\frac{cu}{4}.
\label{eq:JE}
\end{equation}
One factor $1/2$ arises because half of the radiation moves to the right, the other because the mean of $\mu$ over that half is $1/2$.

For entropy the same counting needs a reason. In equilibrium the modes of the free field are statistically independent, so the total entropy is the sum of the entropies of the modes. Modes can be grouped by direction, and isotropy assigns the share $s\,d\Omega/4\pi$ to each group. A wave packet built from modes of nearly equal direction moves through vacuum at speed $c$ without changing the probabilities of its photon numbers. It therefore takes its entropy with it. Replacing $u$ by $s$ in \eqref{eq:JE},
\begin{equation}
J_S=\frac{cs}{4}.
\label{eq:JS}
\end{equation}
Dividing \eqref{eq:JS} by \eqref{eq:JE} and using \eqref{eq:s},
\begin{equation}
\frac{J_S}{J_E}=\frac su=\frac{4}{3T},
\end{equation}
which is \eqref{eq:main} for the one-way flux in a cavity.

The geometrical factor drops out. It also does so for a selection of directions, as long as diffraction can be neglected: if an aperture passes a cone, both fluxes contain the same integral of $\mu$ over that cone, and their ratio remains $4/(3T)$. This requires the width of the aperture times the opening angle of the cone to be large compared with the thermal wavelengths. For a narrower beam the modes are transmitted only in part, their occupations are reduced as at the gray surface treated below, and the ratio rises above $4/(3T)$. A selection of frequencies acts differently, as the second half shows.

\subsection{Replacing the cavity by a black surface}

Let one wall of the cavity be black, meaning that it absorbs all radiation falling on it. Nothing is reflected, so the radiation leaving this wall has been emitted by it. In equilibrium this outgoing radiation is the isotropic one-way flux just calculated.

Now remove the rest of the cavity and hold the wall at $T$. The incoming radiation disappears. The outgoing radiation does not change, provided that the wall responds linearly to the field and stays in internal equilibrium at $T$: with no reflection, the outgoing field has its source in the thermal motion of charges in the wall, and that motion is fixed by $T$. A black surface in vacuum thus emits the fluxes \eqref{eq:JE} and \eqref{eq:JS}, and their ratio is again $4/(3T)$.

At $T=0.1$~eV the energy flux is $J_E=6.418\times10^3$~eV/(\AA$^2$\,s), or $1.028\times10^5$~W/m$^2$. The entropy flux is
\begin{equation}
J_S=\frac{4\times6.418\times10^3}{3\times0.1}
=8.557\times10^4\ \frac{k_B}{\text{\AA}^2\,\mathrm s},
\end{equation}
or about $118$~W/(m$^2$\,K).

\subsection{The entropy account of the emitter}

The emitter loses the energy $J_E$ per unit area and time. No work is done on or by it, and its matter is in equilibrium at $T$. Its entropy therefore falls at the rate $J_E/T$, by the definition of temperature for a body at fixed volume, $dS=dU/T$. The radiation gains $J_S$. The total entropy grows at the rate
\begin{equation}
P=J_S-\frac{J_E}{T}=\frac{J_E}{3T}>0 .
\label{eq:P}
\end{equation}
In numbers, $8.557\times10^4-6.418\times10^4=2.139\times10^4$, in $k_B/(\text{\AA}^2\,\mathrm s)$.

Comparison with the piston explains the surplus. When the cavity is filled reversibly, the radiation delivers work $p$ per unit volume, and the walls pay for it with additional heat. When a surface emits into empty space there is no piston to take up this work, and the walls supply only $u$ per unit volume. The radiation nevertheless ends with the same occupation of its outgoing modes and hence the same entropy. The missing heat $p$ per unit volume corresponds to an entropy $p/T=u/(3T)$, which now has to be produced. Multiplication by $c/4$ turns it into \eqref{eq:P}.

Clausius' relation between heat and entropy is therefore respected. For the irreversible emission into cold vacuum, heat over temperature gives the entropy lost by the body, and it is a lower limit to the entropy gained by the field.

\section{Frequencies, two bodies and gray surfaces}

\subsection{Results carried over}

In atomic units with $k_B=1$, $u$, $p$ and $s$ are the energy density, pressure and entropy density of equilibrium radiation at temperature $T$, and $J_E$ and $J_S$ are the energy and entropy fluxes leaving a black surface. The first half found
\begin{equation}
\begin{gathered}
p=\frac u3,\qquad u=aT^4,\qquad s=\frac{4u}{3T},\\
J_E=\frac{cu}{4},\qquad J_S=\frac{cs}{4}=\frac{4J_E}{3T}.
\end{gathered}
\label{eq:recall}
\end{equation}
Emission into cold vacuum produces entropy at the rate $J_E/(3T)$ per unit area. The constant $a$ is still unknown. Finding it requires the single modes of the field, which also show how far the factor $4/3$ can be carried beyond a black surface facing empty space.

For a black surface facing cold vacuum, the radiation carries the entropy flux $4J_E/(3T)$, of which $J_E/T$ comes from the matter and the rest is produced in emission. What remains is to find the constant $a$ from the single modes of the field, and to see what becomes of the factor $4/3$ for single frequencies, for two bodies facing each other and for gray surfaces.
